# Momentum and dipole matrix elements with nonlocal pseudopotentials and exact exchange

## Question

I want the rate at which a defect emits light when an electron drops from an excited level to its ground level. My supercell code uses plane waves, where the position operator is awkward, so I compute the momentum element $\langle f|\mathbf p|i\rangle$ and convert it with

$$\mathbf r_{fi}=\frac{\mathbf p_{fi}}{i m\,\omega_{fi}},\qquad \hbar\omega_{fi}=E_f-E_i .$$

Both states are well localized, so I also integrated $\psi_f^*\,\mathbf r\,\psi_i$ directly in real space. The two dipoles disagree, and a larger cell or a higher cutoff does not help. The pseudopotential has nonlocal projectors. Are they to blame, and which number should go into the rate?

I am also puzzled about hybrid functionals. Exact exchange is a nonlocal operator too, but it comes from the Coulomb repulsion, which commutes with position. Does it need a correction or not?

## Answer

The projectors are to blame, and of your two numbers the position integral is the one to use. The conversion formula assumes that the potential commutes with position, and a nonlocal potential does not. For exchange the answer depends on whether you describe a jump between two orbitals or an excitation of the interacting electrons.

I use Hartree atomic units, $\hbar=m=e=1$, and write one Cartesian component $x$. In these units momentum and velocity have the same unit.

### Where the conversion formula loses a term

Let the one-electron Hamiltonian be

$$H=\tfrac12p^2+V_{\rm loc}(x)+V_{\rm NL},\qquad (V_{\rm NL}\psi)(x)=\int V(x,x')\psi(x')\,dx',$$

with $V_{\rm NL}$ Hermitian and independent of energy. The eigenstates are orthonormal in the ordinary sense, without an overlap operator. This covers norm-conserving pseudopotentials; spin-orbit coupling is left out.

Since $[p,x]=-i$,

$$[\tfrac12p^2,x]=\tfrac12\left(p[p,x]+[p,x]p\right)=-ip .$$

The local potential commutes with $x$. For the nonlocal part,

$$([V_{\rm NL},x]\psi)(x)=\int V(x,x')\,x'\psi(x')\,dx'-x\int V(x,x')\psi(x')\,dx',$$

so the commutator has the kernel $V(x,x')(x'-x)$. It vanishes for a local potential, whose kernel is proportional to $\delta(x-x')$, but not for a projector of finite width.

Now take the element of $[H,x]$ between two eigenstates, at least one of them localized so that the position integral converges. $H$ acts to the left on $f$ and to the right on $i$:

$$\langle f|Hx-xH|i\rangle=(E_f-E_i)x_{fi}.$$

Therefore

$$\omega_{fi}x_{fi}=-ip_{fi}+\langle f|[V_{\rm NL},x]|i\rangle .$$

The Heisenberg equation defines the velocity, $v=\dot x=i[H,x]$. Multiplying the last line by $i$ gives

$$v_{fi}=p_{fi}+i\langle f|[V_{\rm NL},x]|i\rangle=i\omega_{fi}x_{fi}.$$

Your formula keeps $p_{fi}$ and drops the second term.

### Why light couples to the velocity

A vector potential $A$ that is uniform over the defect replaces $p$ by $p+A$ for an electron of charge $-1$. For a nonlocal operator the replacement must be made in the whole Hamiltonian, by the transformation that shifts momentum:

$$H_A=e^{-iAx}He^{iAx}=H+iA(Hx-xH)+O(A^2)=H+Av+O(A^2).$$

The linear coupling is $Av$, not $Ap$.

The emission rate follows from the golden rule. In a box of volume $\Omega$, one photon mode has vector-potential amplitude $\sqrt{2\pi/(\omega\Omega)}$. With $\omega=|\omega_{fi}|$ and the dipole along $x$,

$$\Gamma=2\pi\int\frac{\Omega\,d^3k}{(2\pi)^3}\,\frac{2\pi}{\omega\Omega}\,|v_{fi}|^2\sin^2\theta\;\delta(\omega-ck).$$

The factor $\sin^2\theta$ is the sum over the two polarizations, $\theta$ being the angle between $\mathbf k$ and the dipole. The angular integral is $8\pi/3$ and the radial one is $\omega^2/c^3$, so

$$\Gamma=\frac{4\pi^2}{\omega}\cdot\frac{1}{8\pi^3}\cdot\frac{8\pi}{3}\cdot\frac{\omega^2}{c^3}|v_{fi}|^2=\frac{4\omega}{3c^3}|v_{fi}|^2=\frac{4\omega^3}{3c^3}|x_{fi}|^2 .$$

Using $p$ instead multiplies the rate by $|p_{fi}/v_{fi}|^2$. This is the rate in vacuum; the refractive index of the host and lattice relaxation are not included.

### The velocity in a supercell

You do not need the position operator to obtain $v$. Define $H_k=e^{-ikx}He^{ikx}$, which acts on cell-periodic functions. Differentiation gives

$$\frac{\partial H_k}{\partial k}=e^{-ikx}\,i(Hx-xH)\,e^{ikx}=e^{-ikx}\,v\,e^{ikx}.$$

Take a separable term $D|\beta\rangle\langle\beta|$ in a cell of length $L$. With $q=k+G$, $q'=k+G'$ and $\beta(q)=L^{-1/2}\int e^{-iqx}\beta(x)\,dx$,

$$H_k(G,G')=\tfrac12q^2\delta_{GG'}+V_{\rm loc}(G-G')+D\beta(q)\beta^*(q').$$

The local part depends on $G-G'$ and has no $k$ derivative. Hence

$$v_k(G,G')=q\,\delta_{GG'}+D\left[\beta'(q)\beta^*(q')+\beta(q)\beta'^*(q')\right],$$

where the prime on $\beta$ is a derivative with respect to its argument. The first term is the momentum; the bracket is the missing commutator.

The diagonal elements matter too. For a normalized eigenvector $u$ of $H_k$,

$$\frac{dE}{dk}=u^\dagger\frac{\partial H_k}{\partial k}u+E\frac{d(u^\dagger u)}{dk}=u^\dagger v_ku,$$

because $u^\dagger u=1$. The group velocity is thus the mean of $v$, not of $p$.

### A defect with numbers

Consider a one-dimensional model with

$$V_{\rm loc}=-V_0e^{-x^2/2a^2},\qquad \beta(x)=(\pi b^2)^{-1/4}e^{-x^2/2b^2},$$

$V_0=0.15$ hartree, $a=4$ bohr, $D=-0.05$ hartree and $b=2$ bohr, in a cell of 120 bohr. The ground state is even and the first excited state is odd. Their separation is

$$\omega=-0.036547-(-0.151411)=0.114864\ \text{hartree}=3.126\ \text{eV}.$$

The position integral gives $|x_{10}|=2.1836$ bohr, so the velocity should be $0.114864\times2.1836=0.2508$. The plane-wave elements are

$$|p_{10}|=0.2044,\qquad |v_{10}^{\rm NL}|=0.0464,\qquad |v_{10}|=0.2508 .$$

The two parts add with the same sign. The conversion formula would give a dipole of $0.2044/0.114864=1.780$ bohr, which is 18% below the position integral. The rate is multiplied by $(0.2044/0.2508)^2=0.664$: it falls from $1.55\times10^8$ to $1.03\times10^8\ \text{s}^{-1}$.

The sign can be traced. The odd state $f$ has $\langle f|\beta\rangle=0$, so one half of the commutator disappears:

$$\langle f|[V_{\rm NL},x]|i\rangle=-D\,\langle f|x|\beta\rangle\langle\beta|i\rangle .$$

Choose the signs of the states so that both overlaps are positive. For $D<0$ the term is then positive, and here it has the sign of $x_{fi}$. Momentum therefore supplies less than the full $\omega x_{fi}$.

Two tests separate this effect from poor convergence. With the full velocity, $v_{f0}=i\omega_{f0}x_{f0}$ holds for all 153 states of the basis, with a largest deviation of about $4\times10^{-13}$ atomic units. With $D=0$ the bare momentum obeys the same relation to about $8\times10^{-11}$. A larger cell or cutoff cannot remove your discrepancy, because the missing term belongs to the Hamiltonian.

If the same potential is repeated every 12 bohr, the lowest band at $k=\pi/(2L)$ has $dE/dk=0.0848$ from finite differences. The mean of $v$ is also 0.0848, while the mean of $p$ is 0.0723, or 15% less than the group velocity.

### When the projector is narrow

For states that are smooth on the scale $b$, expand them about the origin:

$$\langle\beta|i\rangle\approx\psi_i(0)\int\beta\,dx,\qquad \langle f|x|\beta\rangle\approx\psi_f'(0)\int x^2\beta\,dx=b^2\psi_f'(0)\int\beta\,dx .$$

Here $\psi_f$ is real and odd and $\psi_i$ is even, as in the model, so only one half of the commutator survives. With the integrated strength $g=D\left(\int\beta\,dx\right)^2$, the commutator element becomes

$$\langle f|[V_{\rm NL},x]|i\rangle\approx-g\,b^2\,\psi_i(0)\psi_f'(0).$$

At fixed $g$ it vanishes as $b^2$, to leading order: a very narrow projector acts like a local potential. The correction is thus governed by the range of the nonlocality as well as by its strength. The projector of the model, $b=2$ bohr, is not yet narrow in this sense: the estimate gives 0.081 against the true 0.046. At the same $g$ and $b=0.25$ bohr it is within about 3%.

### Can the error be absorbed in a constant factor?

Not in this model. For radiative capture from a continuum state into the ground level, the rate formula contains the same $|v_{fi}|^2$, and the momentum-only rate is wrong by the same kind of factor. For three odd continuum states it is:

- $E=0.015$ hartree: $|p/v|^2=0.545$
- $E=0.100$ hartree: $|p/v|^2=0.392$
- $E=0.297$ hartree: $|p/v|^2=0.197$

At the highest of these energies the momentum-only rate is about one fifth of the correct one. A factor fitted to the bound transition, 0.664, would repair none of them.

A plane-wave estimate suggests why the factor falls. Replace the continuum state by a plane wave $q$ and let $\tilde\psi_0(q)$ be the transform of the even ground state. Since $\beta'(q)=-b^2q\beta(q)$ and $\langle\beta'|0\rangle=0$ by parity,

$$v_{q0}\approx q\left[\tilde\psi_0(q)-Db^2\beta(q)\langle\beta|0\rangle\right].$$

Here the projector is narrower in space than the ground state. Over the energies listed, $\beta(q)$ falls more slowly with $q$ than $\tilde\psi_0(q)$, and the nonlocal share grows. The estimate ignores the distortion of the continuum state by the defect. It reproduces the fall with energy but overestimates all three factors, the last by almost a factor of two, so use it to understand the trend and not to correct a rate.

### The sum rule also changes

Expanding the double commutator in a localized eigenstate $i$ gives

$$\langle i|[x,[H,x]]|i\rangle=\langle i|2xHx-x^2H-Hx^2|i\rangle=2\sum_f(E_f-E_i)|x_{fi}|^2 .$$

The kinetic part is $[x,-ip]=-i\cdot i=1$. The nonlocal part has the kernel $V(x,x')(x'-x)(x-x')=-V(x,x')(x-x')^2$. Thus

$$2\sum_f\omega_{fi}|x_{fi}|^2=1-\iint\psi_i^*(x)V(x,x')(x-x')^2\psi_i(x')\,dx\,dx'.$$

In the defect model both sides equal 1.2551. The analogous sum with $|p_{fi}|^2/\omega_{fi}$ in place of $\omega_{fi}|x_{fi}|^2$ gives 0.8006. A strength sum different from one is therefore no sign of a faulty dipole here; the nonlocal Hamiltonian demands it.

### Exact exchange: orbital transitions

Take $N$ electrons of the same spin with repulsion $W(x-x')$ and density matrix $\rho(x,x')=\sum_j\phi_j(x)\phi_j^*(x')$, summed over occupied orbitals. The exchange part of the Fock operator $F$ has the kernel $-W(x-x')\rho(x,x')$. Its commutator with $x$ has the kernel

$$-W\rho(x,x')(x'-x)=W(x-x')\rho(x,x')(x-x').$$

This is not zero. A dipole element between two eigenorbitals of $F$ therefore needs the correction, just as with a pseudopotential. In a hybrid functional the kernel is multiplied by the exchange fraction, and $W$ is replaced by the screened interaction if the functional uses one.

As an example, put two same-spin electrons in the attraction $-3/\sqrt{x^2+1}$ with repulsion $1/\sqrt{(x-x')^2+1}$. For the step from the highest occupied to the lowest empty Hartree–Fock orbital,

$$\omega|x|=0.9281,\qquad |p|=0.4956,\qquad |\text{exchange term}|=0.4325,$$

and $0.4956+0.4325=0.9281$. Momentum alone gives 53% of the dipole between these orbitals. The values belong to a grid that ends at $\pm12$ bohr. The empty orbital is diffuse, and a larger box lowers all three by about 0.4% (0.9245, 0.4937 and 0.4308 from $\pm20$ bohr on), but the 53% stays the same.

### Exact exchange: excitations of the electrons

Your remark about the Coulomb repulsion is also right. In the interacting Hamiltonian, $W(x_1-x_2)$ is a multiplication operator and commutes with $X=\sum_jx_j$. If the external potential is local, the steps of the first section give $\omega X_{n0}=-iP_{n0}$, where $P$ is the total bare momentum.

The two statements are compatible because an orbital step is not yet an excitation of the interacting system. When the density matrix changes, the exchange operator changes with it. Time-dependent Hartree–Fock theory (TDHF) includes this response. Its equation of motion is $i\dot\rho=[F[\rho],\rho]$, and a small oscillation $\rho_1e^{-i\omega t}$ about the ground state $\rho_0$ obeys

$$\omega\rho_1=[F_0,\rho_1]+[\delta F,\rho_0],$$

where $\delta F$ is the Hartree and exchange potential made by $\rho_1$. Multiply by $x$ and take the trace, using $\mathrm{Tr}(x[F,\rho])=\mathrm{Tr}([x,F]\rho)$. The kinetic energy contributes $[x,\tfrac12p^2]=ip$, and the Hartree terms commute with $x$. The two exchange terms are

$$-\iint(x-x')W\left[\rho_0(x,x')\rho_1(x',x)+\rho_1(x,x')\rho_0(x',x)\right]dx\,dx'.$$

Exchange the names $x$ and $x'$ in the second product. It becomes the first product, but $x-x'$ changes sign, so the sum is zero. What remains is

$$\omega\,\mathrm{Tr}(x\rho_1)=i\,\mathrm{Tr}(p\rho_1).$$

The sign is $+i$ because the excitation part of $\rho_1$ is built from terms $|f\rangle\langle i|$, and $\mathrm{Tr}(x|f\rangle\langle i|)=x_{if}$ is the conjugate element. The cancellation needs the complete $\rho_1$, with its excitation and de-excitation parts. If the latter is dropped, as in the Tamm–Dancoff approximation, this proof no longer applies.

In the two-electron model, $|p|/(\omega|x|)$ is 0.534 for the orbital step and 1.000 for the first allowed excitation, both in TDHF and in the exact solution of the model on its grid. The orbital gap is also a poor estimate of the excitation energy here: it is 0.680 hartree, against 0.372 in TDHF and 0.371 in the exact solution.

The strength sums tell the same story. Summing the double commutator of $F$ over occupied orbitals, where the occupied–occupied terms cancel in pairs, gives

$$2\sum_{i\,\rm occ}\sum_{f\,\rm empty}\omega_{fi}|x_{fi}|^2=N+\iint W|\rho_0(x,x')|^2(x-x')^2\,dx\,dx'.$$

With a repulsive $W$ the extra term is positive. The model gives 3.658 for $N=2$, whereas the TDHF sum is 2.000. So the commutator makes the orbital dipoles consistent with the Fock Hamiltonian, but it does not turn orbital steps into a good spectrum; for that, the response of the Hartree and exchange potentials must be included.

### What to do in your calculation

A nonlocal pseudopotential acts on each electron as part of the external Hamiltonian. Its commutator therefore stays in the total velocity, $P+\sum_ji[V_{\rm NL}^{(j)},x_j]$, however well the electron interaction is treated. For exchange:

- If you use transitions between hybrid-functional orbitals, include the exchange commutator as well; the velocity then agrees with the position integral. This consistency does not guarantee a good rate: in the two-electron model the orbital gap alone makes $\omega^3$ about six times too large. The bare momentum gives a smaller rate that lies closer to the exact one there, but only because two errors partly cancel.
- If you solve the full TDHF response, do not add an exchange commutator to the momentum; the response already accounts for it.

For your localized defect states you can keep the position integral, provided the cell boundary lies far enough from the defect that their product has decayed to a negligible value. The choice of origin does not matter, since a shift $c$ adds $c\langle f|i\rangle=0$. Both statements assume norm-conserving pseudopotentials. With PAW or ultrasoft potentials the smooth functions are orthogonal only through an overlap operator, and the position integral needs its augmentation terms. For extended states use $\partial H_k/\partial k$. If you convert $v$ to a dipole, divide by the eigenvalue difference of the same Hamiltonian that defined $v$; a gap corrected afterwards does not belong in that division. The numerical output below lists the values to more digits.

## Numbers as computed

```
DEFECT MODEL (atomic units unless stated)
well depth V0 = 0.15 hartree, width a = 4.0 bohr
projector strength D = -0.05 hartree, width b = 2.0 bohr
supercell length = 120.0 bohr, plane waves = 153
ground level E0 = -0.151411 hartree
excited level E1 = -0.036547 hartree
transition energy = 0.114864 hartree = 3.1256 eV
|x_10| from position integral = 2.183567 bohr
|p_10|/omega (false dipole) = 1.779852 bohr
omega |x_10| = 0.250813 a.u. of velocity
|v_10| = 0.250813 a.u. of velocity
|p_10| = 0.204441 a.u. of velocity (m = 1)
|nonlocal part of v_10| = 0.046372 a.u. of velocity
|p_10/v_10|^2 = 0.66441 (no unit)
emission rate with v = 1.5478e+08 1/s
emission rate with p only = 1.0283e+08 1/s
largest |v - i omega x|, all states = 4.4e-13 a.u.
largest |p - i omega x| for D = 0 = 7.6e-11 a.u.
sum of 2 omega |x|^2 = 1.255121 (no unit)
1 + double commutator = 1.255121 (no unit)
sum of 2 |p|^2/omega = 0.800594 (no unit)
capture from E = 0.01492 hartree: |p/v|^2 = 0.54469
capture from E = 0.10045 hartree: |p/v|^2 = 0.39175
capture from E = 0.29672 hartree: |p/v|^2 = 0.19731
CRYSTAL MODEL
cell = 12.0 bohr, k = 0.130900 1/bohr, lowest band
dE/dk by finite difference = 0.084772 a.u. of velocity
<v> = 0.084772 a.u. of velocity
<p> = 0.072318 a.u. of velocity (m = 1)
EXCHANGE MODEL: two same-spin electrons
charge = 3.0, softening = 1 bohr, grid step = 0.4 bohr
grid points = 61, outermost point = 12.0 bohr
HF orbital gap = 0.680015 hartree
HF orbital omega |x| = 0.928082 a.u. of velocity
HF orbital |p| = 0.495613 a.u. of velocity (m = 1)
HF |exchange commutator| = 0.432469 a.u. of velocity
HF orbital |p|/(omega |x|) = 0.534018 (no unit)
TDHF first allowed energy = 0.372292 hartree
TDHF |p|/(omega |x|) = 1.00000000 (no unit)
exact first allowed energy = 0.371334 hartree
exact |p|/(omega |x|) = 1.00000000 (no unit)
HF orbital strength sum = 3.657731 (no unit)
N + exchange kernel integral = 3.657731 (no unit)
TDHF strength sum = 2.000000 (no unit), N = 2
```
